# Why resist index changes TM fringe contrast at fixed numerical aperture: a numerical check

```python
"""
Result under test: two equal, symmetric TM beams at the pupil edge form, in a
lossless resist without reflection from below, an |E|^2 image of signed contrast
    C = cos(2 theta) = 1 - 2 NA^2 / n^2,   sin(theta) = NA / n.
C rises with n at fixed NA, but the visibility |C| rises only for n > sqrt(2) NA.
Symbols: NA numerical aperture (transverse wavevector / vacuum wavevector),
n resist index, theta beam angle in the resist, h magnetic field H_y,
g = (dh/dz)/n^2 (continuous across interfaces), z height above the resist bottom.
Time factor exp(-i omega t); absorbing media have positive imaginary index.
Lengths in nm.
"""
import numpy as np
from scipy.integrate import solve_ivp, trapezoid, quad
from scipy.optimize import brentq

WAVELENGTH = 193.0
K0 = 2 * np.pi / WAVELENGTH
THICKNESS = 100.0
HEIGHTS = np.linspace(0.0, THICKNESS, 201)
FRINGE_PHASE = 2 * np.pi * np.arange(64) / 64      # one period of the image


def formula(na, n):
    return 1 - 2 * na**2 / n**2


def film_fields(na, n, n_below, heights=HEIGHTS):
    """Integrate Maxwell's equations upward from an outgoing wave below."""
    kx, eps, eps_below = K0 * na, complex(n)**2, complex(n_below)**2
    kz_below = np.sqrt(eps_below * K0**2 - kx**2)
    start = np.array([1.0 + 0j, -1j * kz_below / eps_below])

    def slope(z, y):
        return np.array([eps * y[1], (kx**2 / eps - K0**2) * y[0]])

    sol = solve_ivp(slope, (heights[0], heights[-1]), start, method="DOP853",
                    t_eval=heights, rtol=1e-10, atol=1e-13)
    assert sol.success
    return sol.y[0], sol.y[1]


def two_beam_image(na, n, n_below, heights=HEIGHTS):
    """|E|^2, |H|^2 and downward energy flux, on a (height, x) grid."""
    h, g = film_fields(na, n, n_below, heights)
    right, left = np.exp(0.5j * FRINGE_PHASE), np.exp(-0.5j * FRINGE_PHASE)
    ex = -1j * g[:, None] * (right + left)
    ez = -(K0 * na / complex(n)**2) * h[:, None] * (right - left)
    hy = h[:, None] * (right + left)
    return abs(ex)**2 + abs(ez)**2, abs(hy)**2, -np.real(ex * np.conj(hy))


def signed_contrast(image):
    return 2 * np.mean(image * np.cos(FRINGE_PHASE), axis=-1) / np.mean(image, axis=-1)


def numeric_contrast(na, n):
    return signed_contrast(two_beam_image(na, n, n)[0])[-1]


def energy_flow_angle(na, n):
    h, g = film_fields(na, n, n)
    ex, ez = -1j * g[-1], -(K0 * na / n**2) * h[-1]
    return np.arctan2(np.real(-ez * np.conj(h[-1])), -np.real(ex * np.conj(h[-1])))


def interface(na, n_out, n):
    """Transmitted E amplitudes (TM, TE) from the field boundary conditions."""
    s0, s1 = na / n_out, na / n
    c0, c1 = np.sqrt(1 - s0**2), np.sqrt(1 - s1**2)
    r_tm, t_tm = np.linalg.solve([[c0, -c1], [n_out**2 * s0, n**2 * s1]],
                                 [-c0, n_out**2 * s0])
    r_te, t_te = np.linalg.solve([[1, -1], [n_out * c0, n * c1]], [-1, n_out * c0])
    for r, t in ((r_tm, t_tm), (r_te, t_te)):      # energy conservation
        assert abs(r**2 + n * c1 / (n_out * c0) * t**2 - 1) < 1e-12
    return t_tm, t_te


def pair_contrast(p1, p2, n_out, n):
    """TM contrast of beams with transverse indices +p1 and -p2."""
    a, b = interface(p1, n_out, n)[0], interface(p2, n_out, n)[0]
    s1, s2 = p1 / n, p2 / n
    first, second = np.exp(0.5j * FRINGE_PHASE), np.exp(-0.5j * FRINGE_PHASE)
    ex = a * np.sqrt(1 - s1**2) * first + b * np.sqrt(1 - s2**2) * second
    ez = -a * s1 * first + b * s2 * second
    closed = 2 * a * b * np.cos(np.arcsin(s1) + np.arcsin(s2)) / (a**2 + b**2)
    return signed_contrast(abs(ex)**2 + abs(ez)**2), closed


DRY, WET, N_LOW, N_HIGH, N_WATER = 0.93, 1.35, 1.70, 1.90, 1.44
print(f"vacuum wavelength: {WAVELENGTH:.0f} nm; film thickness: {THICKNESS:.0f} nm")
print(f"outside index: dry 1.00, water {N_WATER:.2f}")

# Main formula, angle and visibility, against integrated fields
for na, n_out in ((DRY, 1.0), (WET, N_WATER)):
    print(f"NA {na:.2f}: pitch {WAVELENGTH / (2 * na):.2f} nm, "
          f"outside angle {np.degrees(np.arcsin(na / n_out)):.2f} deg")
    for n in (N_LOW, N_HIGH):
        image, magnetic, flux = two_beam_image(na, n, n)
        c = signed_contrast(image)
        angle = energy_flow_angle(na, n)
        visibility = np.ptp(image[-1]) / (image[-1].max() + image[-1].min())
        assert np.allclose(c, formula(na, n), atol=1e-7)
        assert abs(angle - np.arcsin(na / n)) < 1e-7
        assert abs(c[-1] - np.cos(2 * angle)) < 1e-7
        assert abs(visibility - abs(formula(na, n))) < 1e-7
        assert np.allclose(signed_contrast(magnetic), 1, atol=1e-9)
        assert np.allclose(signed_contrast(flux), 1, atol=1e-7)
        print(f"  n {n:.2f}: NA/n {na / n:.4f}, angle {np.degrees(angle):.2f} deg, "
              f"C {c[-1]:+.4f}, visibility {visibility:.4f}")
    step = 1e-3
    slope = (numeric_contrast(na, N_LOW + step)
             - numeric_contrast(na, N_LOW - step)) / (2 * step)
    assert abs(slope - 4 * na**2 / N_LOW**3) < 1e-5
    print(f"  dC/dn at n {N_LOW:.2f}: {slope:.4f} per unit index")

# Same angle, other index: same contrast. Other outside medium: same contrast.
scale = N_HIGH / N_LOW
assert abs(numeric_contrast(DRY * scale, N_HIGH) - numeric_contrast(DRY, N_LOW)) < 1e-7
print(f"C at n {N_HIGH:.2f} with NA scaled to {DRY * scale:.4f}: "
      f"{numeric_contrast(DRY * scale, N_HIGH):+.4f}")
for n_out in (1.0, N_WATER):
    assert abs(pair_contrast(DRY, DRY, n_out, N_LOW)[0] - formula(DRY, N_LOW)) < 1e-12

# Reversal and break-even indices, found from the integrated fields
for na in (DRY, WET):
    n_zero = brentq(lambda n: numeric_contrast(na, n), na * 1.1, na * 2)
    assert abs(n_zero - np.sqrt(2) * na) < 1e-6
    print(f"index of zero TM contrast at NA {na:.2f}: {n_zero:.4f}")
reversed_c = numeric_contrast(WET, N_LOW)
n_even = brentq(lambda n: numeric_contrast(WET, n) + reversed_c, 1.95, 2.8)
assert abs(n_even - 1 / np.sqrt(1 / WET**2 - 1 / N_LOW**2)) < 1e-6
print(f"index regaining the n {N_LOW:.2f} visibility at NA {WET:.2f}: {n_even:.4f}")

# Unpolarized light: equal deposited energies, then real transmission from outside
te_image = abs(np.exp(0.5j * FRINGE_PHASE) + np.exp(-0.5j * FRINGE_PHASE))**2
for na, n_out in ((DRY, 1.0), (WET, N_WATER)):
    for n in (N_LOW, N_HIGH):
        tm_image = two_beam_image(na, n, n)[0][-1]
        tm_unit, te_unit = tm_image / tm_image.mean(), te_image / te_image.mean()
        equal = signed_contrast(tm_unit + te_unit)
        assert abs(equal - (1 - na**2 / n**2)) < 1e-7
        t_tm, t_te = interface(na, n_out, n)
        real = signed_contrast(t_tm**2 * tm_unit + t_te**2 * te_unit)
        print(f"unpolarized, NA {na:.2f}, n {n:.2f}: equal energies {equal:.4f}, "
              f"with transmission {real:.4f}")

# Neglected effect: absorption in the resist
K_RESIST = 0.03
n_abs = N_LOW + 1j * K_RESIST
c_abs = signed_contrast(two_beam_image(DRY, n_abs, n_abs)[0])
kz2 = abs(n_abs**2 - DRY**2)
assert np.allclose(c_abs, (kz2 - DRY**2) / (kz2 + DRY**2), atol=1e-7)
print(f"resist extinction coefficient: {K_RESIST:.2f}")
print(f"change of C by absorption, dry, n {N_LOW:.2f}: "
      f"{c_abs[-1] - formula(DRY, N_LOW):+.6f}")

# Neglected effect: reflection from below
film_average = {}
for name, n_below in (("antireflective layer", 1.80 + 0.35j),
                      ("bare silicon", 0.9 + 2.8j)):
    print(f"{name}: index {n_below.real:.2f} + {n_below.imag:.2f}i")
    for n in (N_LOW, N_HIGH):
        kz = K0 * np.sqrt(n**2 - DRY**2)
        y = kz / n**2
        y_below = K0 * np.sqrt(n_below**2 - DRY**2) / n_below**2
        r = (y - y_below) / (y + y_below)
        power = abs(r)**2
        q = np.real(r * np.exp(2j * kz * HEIGHTS))
        c0 = formula(DRY, n)
        predicted = ((1 + power) * c0 - 2 * q) / ((1 + power) - 2 * q * c0)
        image = two_beam_image(DRY, n, n_below)[0]
        local = signed_contrast(image)
        assert np.allclose(local, predicted, atol=1e-6)
        average = signed_contrast(trapezoid(image, HEIGHTS, axis=0))
        film_average[name, n] = average
        period_heights = np.linspace(0, np.pi / kz, 201)
        whole = two_beam_image(DRY, n, n_below, period_heights)[0]
        restored = signed_contrast(trapezoid(whole, period_heights, axis=0))
        assert abs(restored - c0) < 1e-6
        print(f"  n {n:.2f}: reflectance {power:.4f}, local C {local.min():+.3f} to "
              f"{local.max():+.3f}, film C {average:+.4f}")
        print(f"    standing-wave period {np.pi / kz:.2f} nm, C over it {restored:+.4f}")
assert (film_average["antireflective layer", N_HIGH]
        > film_average["antireflective layer", N_LOW])

# Neglected effect: finite source, one beam at the edge and one inside it
HALF_WIDTH = 0.05
inner = DRY - 2 * HALF_WIDTH
print(f"source half-width {HALF_WIDTH:.2f} in NA; beams at {DRY:.2f} and {inner:.2f}")
for n in (N_LOW, N_HIGH):
    found, closed = pair_contrast(DRY, inner, 1.0, n)
    assert abs(found - closed) < 1e-12
    print(f"  tilted-pair C, n {n:.2f}: {found:+.4f}")

# Neglected effect: chemical blur, by direct Gaussian averaging of the fringes
BLUR = 10.0
pitch = WAVELENGTH / (2 * DRY)
blur_factor = quad(lambda u: np.exp(-u**2 / (2 * BLUR**2)) * np.cos(2 * np.pi * u / pitch)
                   / (BLUR * np.sqrt(2 * np.pi)), -10 * BLUR, 10 * BLUR)[0]
assert abs(blur_factor - np.exp(-2 * np.pi**2 * BLUR**2 / pitch**2)) < 1e-8
print(f"blur standard deviation {BLUR:.0f} nm: dry contrast factor {blur_factor:.4f}")
for n in (N_LOW, N_HIGH):
    print(f"  blurred C, n {n:.2f}: {blur_factor * numeric_contrast(DRY, n):+.4f}")

print("done: every assertion held")
```

Running it gives:

```
vacuum wavelength: 193 nm; film thickness: 100 nm
outside index: dry 1.00, water 1.44
NA 0.93: pitch 103.76 nm, outside angle 68.43 deg
  n 1.70: NA/n 0.5471, angle 33.17 deg, C +0.4015, visibility 0.4015
  n 1.90: NA/n 0.4895, angle 29.31 deg, C +0.5208, visibility 0.5208
  dC/dn at n 1.70: 0.7042 per unit index
NA 1.35: pitch 71.48 nm, outside angle 69.64 deg
  n 1.70: NA/n 0.7941, angle 52.57 deg, C -0.2612, visibility 0.2612
  n 1.90: NA/n 0.7105, angle 45.28 deg, C -0.0097, visibility 0.0097
  dC/dn at n 1.70: 1.4838 per unit index
C at n 1.90 with NA scaled to 1.0394: +0.4015
index of zero TM contrast at NA 0.93: 1.3152
index of zero TM contrast at NA 1.35: 1.9092
index regaining the n 1.70 visibility at NA 1.35: 2.2213
unpolarized, NA 0.93, n 1.70: equal energies 0.7007, with transmission 0.6409
unpolarized, NA 0.93, n 1.90: equal energies 0.7604, with transmission 0.7008
unpolarized, NA 1.35, n 1.70: equal energies 0.3694, with transmission 0.3410
unpolarized, NA 1.35, n 1.90: equal energies 0.4952, with transmission 0.4482
resist extinction coefficient: 0.03
change of C by absorption, dry, n 1.70: +0.000345
antireflective layer: index 1.80 + 0.35i
  n 1.70: reflectance 0.0044, local C +0.284 to +0.507, film C +0.4239
    standing-wave period 67.81 nm, C over it +0.4015
  n 1.90: reflectance 0.0046, local C +0.415 to +0.613, film C +0.5286
    standing-wave period 58.24 nm, C over it +0.5208
bare silicon: index 0.90 + 2.80i
  n 1.70: reflectance 0.5218, local C -0.885 to +0.978, film C +0.5469
    standing-wave period 67.81 nm, C over it +0.4015
  n 1.90: reflectance 0.5145, local C -0.841 to +0.983, film C +0.6064
    standing-wave period 58.24 nm, C over it +0.5208
source half-width 0.05 in NA; beams at 0.93 and 0.83
  tilted-pair C, n 1.70: +0.4546
  tilted-pair C, n 1.90: +0.5598
blur standard deviation 10 nm: dry contrast factor 0.8325
  blurred C, n 1.70: +0.3342
  blurred C, n 1.90: +0.4336
done: every assertion held
```
